# Does weak temperature dependence establish Fowler–Nordheim injection?

**Question**

I am analysing leakage through a low-k interlayer dielectric. The current changes little between 300 and 400 K at fixed field, and $\ln(J/F^2)$ against $1/F$ is nearly straight. I take this as proof of Fowler–Nordheim (FN) injection, because transport through traps should be thermally activated. Is that sound?

**Answer**

No. A trap makes the current strongly thermal if electrons need heat to reach it or to leave it. If they enter and leave elastically, by tunnelling, temperature acts through the occupation of the cathode states alone. How much that matters depends on where the traps lie in energy and which tunnelling step is slower.

**The FN temperature law**

Measure the energy $E$ from the cathode Fermi level, in eV. Let $F$ be the uniform field in V/nm, $\phi_B$ the barrier and $m$ the tunnelling mass, with $K=\sqrt{2m}/\hbar$ expressed in $\mathrm{nm^{-1}\,eV^{-1/2}}$. I neglect the image force at first and use the WKB approximation with unit prefactor. The transmission is $D=e^{-S}$, where

$$S(E)=2K\int_0^{(\phi_B-E)/F}\sqrt{\phi_B-E-Fx}\,dx=a(\phi_B-E)^{3/2},\qquad a=\frac{4K}{3F}.$$

Near the Fermi level $S(E)\approx S(0)-cE$, with

$$c=-S'(0)=\tfrac32a\sqrt{\phi_B}=\frac{2K\sqrt{\phi_B}}{F}.$$

For FN injection $E$ is the energy of motion normal to the interface. Summing the Fermi function $f=1/(1+e^{E/kT})$ over transverse energies gives the supply

$$N(E)=\int_0^\infty\frac{dE_\perp}{1+e^{(E+E_\perp)/kT}}=kT\ln(1+e^{-E/kT}),$$

and $J_{FN}\propto\int N D\,dE$. Since $N'=-f$, integration by parts gives

$$\int_{-\infty}^{\infty}N e^{cE}dE=\frac1c\int_{-\infty}^{\infty}f e^{cE}dE .$$

The boundary terms vanish for $0<\alpha<1$, where $\alpha=ckT$. With $y=E/kT$, the remaining integral is $kT\,I$, where $I=\int e^{\alpha y}/(1+e^y)\,dy$. Close the contour along the line $y+2\pi i$, on which the integrand is multiplied by $e^{2\pi i\alpha}$. The enclosed pole at $i\pi$ has residue $-e^{i\pi\alpha}$, so

$$(1-e^{2\pi i\alpha})I=-2\pi i\,e^{i\pi\alpha}\quad\Rightarrow\quad I=\frac{\pi}{\sin\pi\alpha}.$$

At zero temperature $\int N e^{cE}dE=1/c^2$. Therefore

$$\frac{J_{FN}(T)}{J_{FN}(0)}=\frac{\pi ckT}{\sin(\pi ckT)}\approx1+\frac{\pi^2}{6}(ckT)^2 .$$

The divergence at $ckT=1$ marks the failure of the linearized action, not an infinite current.

**Elastic current through traps**

Let traps of density $N_t$ lie a depth $\phi_t$ below the local band edge, spread uniformly in position. A trap at distance $x$ from the cathode has energy $E=\phi_B-\phi_t-Fx$. An electron entering it sees the barrier $\phi_t+F(x-y)$ at $y<x$; one escaping to the band sees $\phi_t-F(y-x)$ at $y>x$. The two actions are

$$S_L=2K\int_0^x\sqrt{\phi_t+F(x-y)}\,dy=a\left[(\phi_B-E)^{3/2}-\phi_t^{3/2}\right],$$

$$S_R=2K\int_x^{x+\phi_t/F}\sqrt{\phi_t-F(y-x)}\,dy=a\phi_t^{3/2}.$$

The escape point must lie inside the film. Take $\Gamma_{L,R}=\nu e^{-S_{L,R}}$ with a common attempt rate $\nu$, one electron state per trap, and an empty collecting band. The trap occupation $n$ obeys

$$\dot n=\Gamma_Lf(1-n)-\Gamma_L(1-f)n-\Gamma_Rn=\Gamma_Lf-(\Gamma_L+\Gamma_R)n .$$

In steady state the escape rate is $\Gamma_Rn=f\,\Gamma_L\Gamma_R/(\Gamma_L+\Gamma_R)$. Because $|dx|=dE/F$,

$$J_{TAT}=\frac{qN_t}{F}\int g(E)f(E)\,dE,\qquad g=\frac{\nu}{e^{S_L}+e^{S_R}} .$$

Here $g$ contains no temperature. To expand the integral, define $G(E)=\int_{-\infty}^E g\,dE'$ and integrate by parts:

$$\int gf\,dE=\int G(-f')\,dE\approx G(0)+\tfrac12g'(0)\langle E^2\rangle .$$

The term linear in $E$ vanishes because $-f'$ is even. Its second moment follows from the contour result: $\int(-f')e^{cE}dE=c\int fe^{cE}dE=\pi\alpha/\sin\pi\alpha$, whose $c^2$ term gives $\langle E^2\rangle=(\pi kT)^2/3$. Thus

$$\frac{J_{TAT}(T)}{J_{TAT}(0)}\approx1+\frac{\pi^2}{6}(kT)^2\frac{g'(0)}{G(0)} .$$

The entry action has the same slope as the FN action, $S_L'(0)=-c$, while $S_R$ does not depend on $E$. Put $u=S_R-S_L$ at $E=0$. With the linearized action,

$$g=\frac{\nu e^{-S_R}}{1+e^{-u-cE}},\quad g'(0)=\nu e^{-S_R}\frac{c\,e^u}{(1+e^u)^2},\quad G(0)=\nu e^{-S_R}\frac{\ln(1+e^u)}{c}.$$

Dividing gives

$$\frac{g'(0)}{G(0)}=c^2Q(u),\qquad Q(u)=\frac{e^u}{(1+e^u)^2\ln(1+e^u)} .$$

So $Q$ is the leading thermal coefficient relative to that of FN injection. With $y=e^u$, the inequality $\ln(1+y)=\int_0^y dt/(1+t)\ge y/(1+y)$ gives $0<Q\le1/(1+y)<1$ at this order.

There are two limits:

- **Entry-limited, $u\ll0$.** Then $g\propto e^{cE}$ over the energies that matter, and the integral $\int fe^{cE}dE$ returns the same law $\pi ckT/\sin(\pi ckT)$ as FN injection.
- **Escape-limited, $u\gg0$.** Then $Q\approx e^{-u}/u$. The rate is flat around the Fermi level, so current lost from emptied states below it is replaced by current from filled states above it.

The actions balance when $(\phi_B-E)^{3/2}=2\phi_t^{3/2}$. At the Fermi level this requires $\phi_t=\phi_B/2^{2/3}$; deeper traps are escape-limited there. Unequal attempt rates add $\ln(\nu_L/\nu_R)$ to $u$, so a factor of ten shifts it by 2.3.

**A worked case**

Take $F=0.6$ V/nm (6 MV/cm), $\phi_B=3$ eV, $m=0.5$ electron masses, thickness 20 nm, $N_t=10^{18}\ \mathrm{cm^{-3}}$ and $\nu=10^{13}\ \mathrm{s^{-1}}$. Then $K=3.623$, $a=4K/(3F)=8.050\ \mathrm{eV^{-3/2}}$ and

$$c=\frac{2(3.623)\sqrt3}{0.6}=20.9\ \mathrm{eV^{-1}} .$$

The balance depth is 1.89 eV. For traps at 2 eV, $S_R=8.050\times2^{3/2}=22.77$ and $S(0)=41.83$, so $u=2S_R-S(0)=3.71$ and $Q=0.006$. For these traps the two actions balance when $\phi_B-E=2^{2/3}(2)=3.175$ eV, so $E=-0.175$ eV; traps at lower energies are entry-limited and contribute less, about 18% of the current at 300 K. (The output line "barrier there" gives this 3.175 eV, which is the barrier at the cathode interface for an electron at the trap energy, not the barrier at the trap's position.) The current therefore comes mainly from trap energies between the Fermi level and 0.175 eV below it, a layer $0.175/0.6=0.29$ nm thick. Hence

$$J\approx q(10^{18})(0.29\times10^{-7})(10^{13}e^{-22.77})\approx6\times10^{-6}\ \mathrm{A/cm^2}.$$

The full energy integrals, at fixed field, give:

| Mechanism | $J$ at 300 K (A/cm²) | $J(400)/J(300)$ |
|---|---:|---:|
| FN | $4.2\times10^{-11}$ | 1.69 |
| Traps at 2.0 eV | $6.1\times10^{-6}$ | 1.004 |
| Traps at 1.2 eV | $5.8\times10^{-10}$ | 1.67 |

The apparent activation energy, $k\ln(J_{400}/J_{300})/(1/300-1/400)$, is 54 meV for FN and 0.4 meV for the deep traps. Here the trap current is the flatter one, while the shallow traps nearly reproduce the FN ratio. Solving the triangular barrier with Airy functions, for a metal band bottom 7 eV below the Fermi level, changes the FN ratio only from 1.685 to 1.682. It does roughly double the absolute FN current, so the FN magnitudes quoted here, which use the unit WKB prefactor, hold to about a factor of two.

**Why the straight FN plot does not settle it**

In the escape limit the contributing energy width is $2^{2/3}\phi_t-\phi_B$, independent of field. The factor $1/F$ in $J_{TAT}$ then gives

$$\frac{J_{TAT}}{F^2}\propto F^{-3}e^{-B_t/F},\qquad B_t=\tfrac43K\phi_t^{3/2},$$

$$\frac{d\ln(J_{TAT}/F^2)}{d(1/F)}=-B_t+3F .$$

Over a short range this is almost a straight line. Fitting the trap current from 5 to 7 MV/cm gives a maximum residual in the logarithm of 0.024 for nine fields (0.027 for 21) and an apparent FN barrier of 1.83 eV. The true barrier is 3 eV.

The magnitude is more revealing. An FN current with a 1.83 eV barrier would be 0.19 A/cm², about $3\times10^4$ times the trap current. Adjusting the mass cannot plausibly remove this: the FN prefactor varies as $1/c^2\propto F^2/(m\phi_B)$, and a fixed slope fixes $m^{1/2}\phi_B^{3/2}$, leaving a prefactor proportional to $m^{-2/3}$. An unknown emitting area could hide the discrepancy.

Thickness at fixed field does not separate the models if the escape point stays inside the film, since neither current then contains the thickness. Trap density does: at fixed field and trap levels, $J_{TAT}\propto N_t$, while the ideal FN current is unchanged.

**When elastic trap current is strongly thermal**

Confine the 2 eV traps to the first 1.2 nm. Their lowest energy is $E_1=3-2-0.6(1.2)=0.28$ eV above the Fermi level. With $g$ nearly flat, $J\propto\int_{E_1}^\infty e^{-E/kT}dE=kTe^{-E_1/kT}$, whose local activation energy is $E_1+kT\approx0.31$ eV. The full integral also gives 0.31 eV. Elastic tunnelling therefore does not guarantee a flat current.

**How this compares with a real film**

These are rough parameters for a carbon-doped silicon oxide dielectric in a high-field leakage test. One volt across 20 nm is only 0.5 MV/cm, so 6 MV/cm is far above such an operating field; it is 75% of an assumed rough breakdown field of 8 MV/cm. A disordered film does not have one sharp trap level. A Gaussian spread of 0.1 eV raises the deep-trap ratio from 1.004 to 1.043.

Other corrections, taken separately, are:

- The image force, with optical permittivity 2, gives 1.72 for FN, and 0.997 for the traps if their levels follow the image-lowered band edge (1.003 if the levels are left unshifted).
- Spin degeneracy with at most one electron per trap gives 1.027.
- If barrier and trap depth both fall by an assumed 0.1 meV/K, the trap ratio becomes 1.15; the same barrier drift makes the FN ratio 2.07.
- Coupling to a 60 meV phonon multiplies the escape-rate ratio by 1.12 at Huang–Rhys factor 1 (weak lattice relaxation), but by 3.2 at factor 10.

The 0.4% change is thus a property of the ideal model, not a prediction for a film. Strong lattice relaxation removes the near-athermal behaviour. A trap that is charged when empty might seem to do the same: comparing Poole–Frenkel escape with tunnelling through the triangular barrier puts their crossover near 350 K, inside your range. But the Coulomb attraction that lowers the thermal barrier also thins the tunnelling barrier. With permittivity 2, the escape action along the field becomes $2K\int\sqrt{\phi_t-Fx-C/x}\,dx$ between its turning points, where $x$ is now the distance from the trap and $C=0.72$ eV nm. This is about 11.5 instead of 22.8, which moves the crossover to about 690 K. In this estimate, at 6 MV/cm, tunnelling from the charged trap still outpaces emission over the barrier throughout your range. The comparison covers only these two channels; thermally assisted tunnelling from intermediate energies would add a temperature dependence that the elastic ratio below leaves out. The current is nevertheless less flat than for the neutral trap, because the attraction thins the entry barrier too. At the Fermi level the entry action becomes about 12.4, close to the escape action, so the trap is no longer escape-limited. With both actions changed in this way, and the image force still neglected, the elastic integral gives $J(400)/J(300)\approx1.13$.

Your temperature data can argue against a strongly activated path. To argue for FN injection, you also need an independently determined barrier, the absolute current for a known emitting area, and evidence that the current does not follow trap density. The numerical output below gives the remaining values.

## Table of computed values

```
Field 6.0 MV/cm; thickness 20 nm
Barrier 3.00 eV; deep trap 2.00 eV; shallow 1.20 eV
Tunnelling mass 0.50 electron masses
Trap density 1.0e+18 cm^-3; attempt rate 1.0e+13 s^-1
K = 3.6226 nm^-1 eV^-1/2; a = 8.0503 eV^-3/2
FN action 41.830; deep-trap escape action 22.770 (no unit)
FN slope c: WKB 20.915, exact barrier 20.895 eV^-1
Temperature where c k T = 1: 554.8 K
Equal actions: x = 1.958 nm, barrier there 3.175 eV
Trap at Fermi level: x = 1.667 nm
Minimum depth for escape limit: 1.890 eV
Depth 1.2 eV: u -20.666, Q 1.00000, integral 1.01262
Depth 1.9 eV: u 0.336, Q 0.27765, integral 0.27927
Depth 2.0 eV: u 3.709, Q 0.00625, integral 0.00639
100 K, J/J(0 K): FN 1.0568, deep 1.0004, shallow 1.0559
200 K, J/J(0 K): FN 1.2560, deep 1.0015, shallow 1.2514
300 K, J/J(0 K): FN 1.7222, deep 1.0040, shallow 1.7060
400 K, J/J(0 K): FN 2.9023, deep 1.0082, shallow 2.8407
FN closed thermal law: 300 K 1.7126; 400 K 2.9466
300 K current: FN 4.241e-11, deep TAT 6.076e-06 A/cm^2
300 K current: shallow TAT 5.805e-10 A/cm^2
J(400 K)/J(300 K): FN 1.6853, deep TAT 1.0042
Same ratio: shallow TAT 1.6651, exact-barrier FN 1.6823
Apparent activation: FN 53.97 meV
Apparent activation: deep TAT 0.43 meV
Cathode-side trap layer 1.2 nm: lowest level 0.280 eV
Apparent activation of that layer: 0.310 eV
FN plot of deep TAT, 5-7 MV/cm: barrier 1.825 eV
Largest FN-plot residual in ln(J/F^2): 0.0238
FN current for that apparent barrier: 1.909e-01 A/cm^2
That current / deep TAT current: 3.142e+04
Neglected effects; ratios below are J(400 K)/J(300 K)
Image force (optical permittivity 2.0): FN 1.7185, TAT 0.9968
Trap spread 0.10 eV: TAT 1.0428
Spin and single occupancy: TAT 1.0267
Energy drift 1.0e-04 eV/K: FN 2.0743, TAT 1.1535
Phonon 60 meV, escape factor: S=1 1.1233, S=10 3.1724
Image barrier lowering 0.657 eV
Thermionic current at 400 K 5.844e-23 A/cm^2
Charged-trap Poole-Frenkel crossover estimate 349.4 K
Deep-trap escape rate 1.292e+03 s^-1
Trapped sheet 2.935e+10 cm^-2; field 0.0190 MV/cm
Static permittivity used for trapped charge: 2.8
Mean trap spacing 10.00 nm; hopping action 102.46
Rough breakdown 8.0 MV/cm; applied fraction 0.750
```
